# Peak trap recombination in a forward-biased junction and its ideality factor

## Problem

A silicon p–n junction contains one species of trap and is held at a forward bias $V$. The electron and hole capture lifetimes are both $\tau$. The trap lies at the intrinsic level, the Fermi level of undoped material. This is the sense of "midgap" used here; the level is near the geometric middle of the gap, but need not coincide with it.

Carriers are non-degenerate, the state is steady, and the quasi-Fermi levels are separated by $qV$ throughout the depletion region. Let

$$v=\frac{qV}{kT},\qquad a=e^{v/2},\qquad m=\left(\frac{d\ln U}{dv}\right)^{-1},$$

where $U$ is the net recombination rate per volume and $m$ is the differential ideality factor.

(a) At fixed $V$, where is $U$ greatest, and how large is it?
(b) What is the ideality factor of this greatest rate, and what is its limit at large bias?
(c) Does the junction current have the same ideality factor?

For numbers, take $T=300$ K, $V=0.30$ V, $n_i=10^{10}$ cm⁻³, $\tau=10$ ns and a symmetric abrupt junction with $N=10^{16}$ cm⁻³ dopants on each side.

## First estimate by scaling

Each recombination event needs one electron and one hole, so the scarcer carrier limits the rate: $U\sim\min(n,p)/\tau$. The densities are tied together by the splitting. With $E_i$ the intrinsic level,

$$n=n_i e^{(E_{Fn}-E_i)/kT},\qquad p=n_i e^{(E_i-E_{Fp})/kT},$$

and multiplication gives

$$np=n_i^2e^{(E_{Fn}-E_{Fp})/kT}=n_i^2e^{v}=n_i^2a^2 .$$

At fixed product, raising one density lowers the other. The smaller one is therefore largest when they are equal, $n=p=n_ia$. The estimate is

$$U_{\rm est}=\frac{n_ia}{\tau}\propto e^{v/2},\qquad m_{\rm est}=2 .$$

Here $v=0.30/0.025852=11.6$ and $a=331$, so $n=p=3.31\times10^{12}$ cm⁻³ and $U_{\rm est}=3.31\times10^{20}$ cm⁻³ s⁻¹. The estimate ignores the occupancy of the traps and thermal emission from them.

## Exact solution

**The rate.** Let $f$ be the fraction of traps holding an electron. Electrons are captured by empty traps and emitted by filled ones; for holes the roles are reversed. The net capture rates are

$$U_n=\frac{n(1-f)-n_1f}{\tau_n},\qquad U_p=\frac{pf-p_1(1-f)}{\tau_p}.$$

The emission terms follow from detailed balance: each net rate must vanish in equilibrium. This makes $n_1$ and $p_1$ the densities that would exist if the Fermi level lay at the trap level, so $n_1p_1=n_i^2$. Any degeneracy factor of the trap is absorbed here in an effective trap level.

In steady state $U_n=U_p$. Multiplying by $\tau_n\tau_p$ and collecting $f$,

$$f=\frac{\tau_pn+\tau_np_1}{D},\qquad D=\tau_p(n+n_1)+\tau_n(p+p_1).$$

Insert this in $U_n=[n-f(n+n_1)]/\tau_n$. The terms containing $\tau_p$ cancel, leaving

$$U=\frac{n\,\tau_n(p+p_1)-\tau_np_1(n+n_1)}{\tau_nD}=\frac{np-n_i^2}{D}.$$

For equal lifetimes and a trap at the intrinsic level, $n_1=p_1=n_i$, and

$$U=\frac{np-n_i^2}{\tau(n+p+2n_i)} .$$

**The maximum.** At fixed $V$ the numerator is the constant $n_i^2(a^2-1)$, which is positive in forward bias. The rate is greatest when $n+p$ is least. Since

$$n+p=2\sqrt{np}+(\sqrt n-\sqrt p)^2\ \ge\ 2n_ia,$$

with equality only for $n=p$, the maximum is unique and lies where $n=p=n_ia$. There

$$U_{\max}=\frac{n_i^2(a^2-1)}{2\tau n_i(a+1)}=\frac{n_i(a-1)}{2\tau},$$

because $a^2-1=(a-1)(a+1)$. This answers (a).

**The ideality factor.** Since $da/dv=a/2$,

$$\frac{d\ln U_{\max}}{dv}=\frac{1}{a-1}\,\frac a2,\qquad m=\frac{2(a-1)}{a}=2\left(1-e^{-v/2}\right).$$

Hence $m\to2$ when $qV\gg2kT$, which answers (b). For small $v$, expansion of the exponential gives $m\approx v$: the net rate is then proportional to $V$ and has no exponential form.

Large bias also has an upper limit. The plane $n=p$ must lie inside the depletion region, which requires $n_ia\ll N$. In the example the ratio $n_ia/N$ is $3.3\times10^{-4}$.

## Comparison of the two

The exact maximum is

$$U_{\max}=\frac{10^{10}\times330}{2\times10^{-8}}=1.65\times10^{20}\ \text{cm}^{-3}\,\text{s}^{-1},$$

and direct numerical maximization of the rate gives the same value. The estimate is larger by the factor $2a/(a-1)=2.006$.

The factor two comes from the occupancy. At $n=p$ the expression for $f$ gives $f=1/2$, so only half the traps can take an electron. The remaining factor $a/(a-1)$ comes from emission, which stops net recombination at $V=0$ and matters little once $a\gg1$.

The scaling argument thus finds the correct plane and the correct large-bias exponent, but not the approach to it. The exact ideality factor is 1.24 at 0.05 V, 1.71 at 0.10 V, 1.96 at 0.20 V and 1.994 at 0.30 V.

## From the local rate to the current

**Width of the zone.** Near the plane $n=p$, approximate the field by its value $F$ there, and let $x$ be the distance from the plane towards the n side. With flat quasi-Fermi levels,

$$n=n_iae^{x/L},\qquad p=n_iae^{-x/L},\qquad L=\frac{kT}{qF}.$$

Writing $u=x/L$, we have $n+p=2n_ia\cosh u$ and

$$U=\frac{n_i(a^2-1)}{2\tau(1+a\cosh u)} .$$

Half the maximum is reached when $1+a\cosh u=2(1+a)$, or $\cosh u=2+1/a$.

For the symmetric junction, each depleted side has width $w$. Gauss's law gives $F=qNw/\varepsilon$, and the triangular field profile has area $Fw=V_{bi}-V$. Eliminating $w$,

$$F=\sqrt{\frac{qN(V_{bi}-V)}{\varepsilon}} .$$

With relative permittivity 11.7 and $V_{bi}=0.714$ V, this gives $F=0.025$ MV/cm and $L=10.2$ nm. In this uniform-field approximation the full width at half maximum is 27 nm, inside a depletion region 327 nm wide. The fall of the field away from the plane and the mobile charge, both discussed below, raise the width to about 30 nm.

**Trap current.** Because the zone is narrow, the integral over $x$ may be extended to infinity:

$$J=q\int U\,dx=\frac{qn_iL(a^2-1)}{2\tau}\int_{-\infty}^{\infty}\frac{du}{1+a\cosh u}.$$

Put $t=\tanh(u/2)$, so that $\cosh u=(1+t^2)/(1-t^2)$ and $du=2\,dt/(1-t^2)$. The integral becomes

$$\int_{-1}^{1}\frac{2\,dt}{(a+1)+(a-1)t^2}=\frac{4}{\sqrt{a^2-1}}\arctan\sqrt{\frac{a-1}{a+1}},$$

and therefore

$$J=\frac{2qn_iL}{\tau}\sqrt{a^2-1}\,\arctan\sqrt{\frac{a-1}{a+1}}\ \longrightarrow\ \frac{\pi qn_iLa}{2\tau}\quad(a\gg1),$$

since the arctangent tends to $\pi/4$. Both forms give $8.5\times10^{-5}$ A/cm² here.

The length $L$ also depends on bias. With $\beta=q(V_{bi}-V)/kT$, $L\propto\beta^{-1/2}$ and $d\beta/dv=-1$, so at large $a$

$$\frac{d\ln J}{dv}=\frac12+\frac1{2\beta},\qquad m_J=\frac{2}{1+1/\beta}.$$

For $\beta=16.0$ this is 1.88. At this bias, raising $V$ further widens the recombination zone, so the current grows faster than the peak rate.

The field is not quite uniform. In the depletion approximation it falls linearly to zero at each edge, and the potential is parabolic. The local field is then $F\sqrt{1-2|u|/\beta}$, where $u$ now denotes the potential measured from the plane in units of $kT/q$. A given step in $u$ takes more distance away from the plane, and more so as $\beta$ falls. Numerical integration with this profile gives $J=9.3\times10^{-5}$ A/cm², about 10% above the uniform-field value, and $m_J=1.85$.

**Diffusion current.** Carriers also cross the junction and recombine in the neutral regions. For low injection and regions long compared with the diffusion length, the excess electron density obeys $D_n\,\Delta n''=\Delta n/\tau$. Its solution decays over $\sqrt{D_n\tau}$ from the edge value $(n_i^2/N)(e^v-1)$. The slope at the edge gives the electron current, and adding the holes gives

$$J_d=\frac{qn_i^2}{N}\left(\sqrt{\frac{D_n}{\tau}}+\sqrt{\frac{D_p}{\tau}}\right)(e^v-1).$$

With $D_n=30$ and $D_p=10$ cm²/s, $J_d=1.5\times10^{-5}$ A/cm². Its ideality factor is close to one. Logarithmic slopes add with the currents as weights:

$$\frac1m=\frac{9.31/1.853+1.52/1}{9.31+1.52}=0.6043,\qquad m=1.65 .$$

The answer to (c) is no. In this example the peak local rate has $m=1.994$, but the total current has $m=1.65$. The two currents become equal at about 0.4 V, and above that bias diffusion is the larger.

## Relaxing the trap assumptions

**Unequal lifetimes.** Keep $n_1=p_1=n_i$. Then $D=\tau_pn+\tau_np+n_i(\tau_n+\tau_p)$, and the same square argument gives $\tau_pn+\tau_np\ge2n_ia\sqrt{\tau_n\tau_p}$, with equality at $n/p=\tau_n/\tau_p$. Thus

$$U_{\max}=\frac{n_i(a^2-1)}{2a\sqrt{\tau_n\tau_p}+\tau_n+\tau_p}.$$

The maximum moves, but at sufficiently large $a$ the rate is again proportional to $a$ and $m\to2$.

**Displaced level.** Return to equal lifetimes and put the trap $kT\delta$ above or below the intrinsic level. Then $n_1+p_1=2n_i\cosh\delta$, and the maximum stays at $n=p$:

$$U_{\max}=\frac{n_i(a^2-1)}{2\tau(a+\cosh\delta)}.$$

The factor two now requires $a\gg\cosh\delta$. At 0.30 V a displacement of 0.02 eV lowers the rate by 0.1%; one of 0.10 eV lowers it by 6% and gives $m=1.87$.

## The model beside a real diode

The parameters are rough values in the regime of a fast-switching silicon diode, whose lifetime is deliberately shortened by deep traps; 10 ns is far shorter than in clean silicon. The charge of these traps is neglected here, which requires their density to be much less than $N$. That density is $1/(\sigma v_{th}\tau)$, where $\sigma$ is the capture cross-section and $v_{th}\approx2\times10^7$ cm/s the thermal velocity. For $\sigma=10^{-14}$ cm² it is 5% of $N$, and a singly charged trap changes $L$ by about 3%. For $\sigma=10^{-15}$ cm² it is half of $N$, and the field at the plane $n=p$ falls by about a third. The current then changes noticeably, but $U_{\max}$ at given $V$ does not. Real traps generally capture electrons and holes at different rates. If one lifetime is ten times longer and the other is unchanged, the large-bias peak rate falls by $\sqrt{10}\approx3.2$. Real junctions are also often doped asymmetrically. This moves the plane $n=p$ and changes the current, but not $U_{\max}$ at given $V$, provided the plane stays in the depletion region.

Mobile charge lowers the field at the junction plane by 6% relative to the depletion approximation. This widens the recombination zone: the trap current is about 9% larger than the value found above, and its ideality factor is 1.83 instead of 1.85. The total current keeps $m\approx1.65$.

Trap-assisted tunnelling is harder to size. A common estimate adds the carriers that tunnel below the band edge to the classical density. With a tunnelling mass $m_t$ of 0.25 electron masses, it raises the peak rate by 36% for WKB decay and by about 25% for the Airy-function decay of a uniform field, in both cases with the decay factor normalised to one at the band edge. (The properly normalised density of carriers whose energy of motion along the field lies below the edge is smaller, about 18% of the classical density.) This is not a net gain if capture simply follows the local carrier density, because the same wave functions lower the density above the band edge. In a uniform field the total is the classical density times $\exp[\hbar^2q^2F^2/(24m_t(kT)^3)]$, which is only 1.005 here. The actual enhancement depends on how capture varies with carrier energy, which this model does not describe.

Taken at face value, the larger estimate shrinks as forward bias reduces the field. The local ideality factor then becomes 2.02 with WKB decay and 2.01 with Airy decay. If the Airy value at the plane is applied to the whole trap current and mobile charge is included, the ideality factor of the total current is about 1.69. At the plane $n=p$, radiative and Auger recombination together are about $3\times10^{-10}$ of the trap rate; in the neutral regions the ratio is about $10^{-6}$, still negligible.

Temperature matters more. At 350 K, with bias, lifetime and a 1.12 eV gap held fixed, the peak rate is about 12 times its 300 K value: $n_i$ rises by a factor of 28, while $a-1$ falls to 0.44 of its value. The gap of silicon actually narrows on heating, so $n_i$ rises by about 35 and the rate by 15 to 16 times. The numerical output lists the main inputs.

## Computed values

```
temperature: 300 K; kT/q: 25.852 mV
intrinsic density: 1.0e+10 cm^-3
doping on each side: 1.0e+16 cm^-3
capture lifetime: 10 ns
relative permittivity: 11.7
diffusion constants n, p: 30, 10 cm^2/s
forward bias: 0.30 V; v = 11.605; a = 331.0
built-in voltage: 0.714 V; beta = 16.03
n = p at the peak: 3.310e+12 cm^-3
peak rate, formula: 1.6502e+20 cm^-3 s^-1
peak rate, numerical: 1.6502e+20 cm^-3 s^-1
bias (V), peak rate (cm^-3 s^-1), ideality of peak rate:
  0.05  8.151e+17  1.2396
  0.10  2.959e+18  1.7109
  0.20  2.343e+19  1.9582
  0.30  1.650e+20  1.9940
  0.40  1.145e+21  1.9991
field at junction plane: 0.0253 MV/cm
depletion width: 327.3 nm
length L = kT/(qF): 10.21 nm
full width at half maximum: 26.9 nm
trap current, uniform field: 8.492e-05 A/cm^2
trap current, large-bias limit: 8.509e-05 A/cm^2
trap current, parabolic potential: 9.312e-05 A/cm^2
diffusion current: 1.517e-05 A/cm^2
ideality, trap current, numerical: 1.853
ideality, trap current, estimate: 1.883
ideality, total current: 1.655
bias of equal trap and diffusion currents: 0.404 V
neglected effects at the example bias:
tunnelling mass: 0.25 electron masses
tunnelling raises peak rate by: 36 %
ideality of peak rate with tunnelling: 2.021
trap off by 0.02 eV: rate -0.09 %, ideality 1.992
trap off by 0.10 eV: rate -6.46 %, ideality 1.874
mobile charge changes field by: -6.4 %
quasi-Fermi drop across L: 0.18 uV
radiative coefficient: 5e-15 cm^3/s
Auger coefficient: 4e-31 cm^6/s
radiative + Auger over trap rate: 3.3e-10
doping over band density of states: 3.3e-04
gap used for heating estimate: 1.12 eV
peak rate at 350 K over 300 K: 12.1
```
